# Half the Activation Energy for Deposition in a Diffusion-Limited Pore

## Problem

A precursor gas deposits a film on the wall of a straight cylindrical pore of diameter $d$ and length $L$. The pore is open to the gas at $z=0$ and closed at $z=L$. The wall consumes the precursor by an irreversible first-order reaction: the number of molecules reacting per unit area and time is $kc$, where $c$ is the local number concentration and

$$k=A\,e^{-E/k_BT}.$$

Each reacted molecule adds a film volume $\Omega$. Transport along the pore is diffusive, with diffusivity $D$, and the concentration at the mouth is $c_0$. Define the apparent activation energy of a rate $G$ by

$$E_{\rm app}=-\frac{d\ln G}{d\beta},\qquad \beta=\frac{1}{k_BT}.$$

(a) Find the steady concentration profile and the growth rate averaged over the wall, while the film is still thin.

(b) Take $D$ and $c_0$ independent of temperature. Show that $E_{\rm app}$ of the average rate tends to $E/2$ when diffusion limits the growth strongly. Find $E_{\rm app}$ for any pore depth, and decide how deep "strongly" is.

(c) Find the apparent activation energy of the local growth rate at a fixed depth in a deep pore, and reconcile it with the average.

(d) Let $D$ vary with temperature. Then treat a pore so narrow that molecules hit the wall far more often than each other, fed at fixed pressure instead of fixed concentration.

(e) Evaluate the results for MnO growth with $T=600$ K, $E=0.55$ eV, $k=1$ mm/s, $d=100$ nm, $L=100$ µm and a precursor pressure of 0.01 Torr.

(f) Estimate how a limited supply of gas to the mouth changes the result, and examine the other assumptions.

## Solution

### (a) Profile and average rate

The diameter is taken as uniform, and the concentration as uniform across each cross-section. The axial diffusion law also requires that $c$ change little over one diameter. In a slice between $z$ and $z+dz$, the net diffusive inflow equals the consumption on the wall. The axial flux is $J=-D\,c'$, so

$$\frac{\pi d^2}{4}\,[J(z)-J(z+dz)]=\pi d\,dz\,kc .$$

The bracket is $-J'\,dz=D\,c''\,dz$. Dividing by $\pi d^2\,dz/4$ gives

$$D\,c''=\frac{4k}{d}\,c,\qquad\text{or}\qquad c''=\frac{c}{\lambda^2},\qquad \lambda=\sqrt{\frac{dD}{4k}} .$$

The length $\lambda$ is the penetration depth. The general solution is

$$c=a\cosh\frac{L-z}{\lambda}+b\sinh\frac{L-z}{\lambda}.$$

If uptake by the small bottom face is neglected, no flux reaches $z=L$. Since $c'(L)=-b/\lambda$, this requires $b=0$. The condition $c(0)=c_0$ fixes $a$:

$$c(z)=c_0\,\frac{\cosh[(L-z)/\lambda]}{\cosh\phi},\qquad \phi=\frac{L}{\lambda}=L\sqrt{\frac{4k}{dD}} .$$

The dimensionless depth $\phi$ is the Thiele modulus. The local growth rate is $\Omega kc$, and its average over the wall is

$$G=\frac{\Omega k}{L}\int_0^L c\,dz=\frac{\Omega kc_0}{L}\,\frac{\lambda\sinh\phi}{\cosh\phi}=\Omega kc_0\,\frac{\tanh\phi}{\phi}.$$

The flux entering the mouth gives the same result. That flux is $-D\,c'(0)=(Dc_0/\lambda)\tanh\phi$. Multiplying by the mouth area $\pi d^2/4$ and dividing by the wall area $\pi dL$ gives $dDc_0\tanh\phi/(4\lambda L)$ reacted molecules per unit wall area and time. With $dD/4=k\lambda^2$, this is $kc_0\tanh\phi/\phi$.

### (b) The half and its approach

For $\phi\gg1$, $\tanh\phi\to1$, and

$$G\to\frac{\Omega kc_0\lambda}{L}=\frac{\Omega c_0}{2L}\sqrt{kdD}.$$

With $c_0$ and $D$ fixed, temperature enters through $\sqrt{k}$ alone. Because $\ln k=\ln A-\beta E$,

$$E_{\rm app}\to-\frac12\frac{d\ln k}{d\beta}=\frac E2 .$$

The reaction rate per molecule at the wall is proportional to $k$, but the depth reached by the gas is proportional to $k^{-1/2}$. Their product carries half the activation energy.

For any depth, write $\ln G=\text{const}+\ln k+\ln\tanh\phi-\ln\phi$. The derivative of the hyperbolic term is

$$\frac{d\ln\tanh\phi}{d\ln\phi}=\frac{\phi}{\sinh\phi\cosh\phi}=\frac{2\phi}{\sinh2\phi}.$$

Since $\phi\propto k^{1/2}$, $d\ln\phi/d\ln k=1/2$. Therefore

$$\frac{d\ln G}{d\ln k}=1+\frac12\left(\frac{2\phi}{\sinh2\phi}-1\right)=\frac12+\frac{\phi}{\sinh2\phi}\equiv w,$$

and $E_{\rm app}=wE$.

In a shallow pore, $\sinh2\phi\approx2\phi$, so $w\to1$. The gas then fills the pore almost uniformly and the full activation energy returns. In a deep pore the excess over one half is about $2\phi e^{-2\phi}$, which vanishes quickly. At $\phi=3$, $\phi/\sinh2\phi=0.015$, so $E_{\rm app}$ lies 3% above $E/2$. A modulus of three or more is therefore "strong" if an error of that size is acceptable.

Heating raises $k$ and hence $\phi$. Within this model, the slope of an Arrhenius plot for a given pore passes from $E$ at low temperature towards $E/2$ at high temperature.

### (c) Local growth rate

Away from the bottom of a deep pore, $c=c_0e^{-z/\lambda}$. The local growth rate $g(z)$ obeys

$$\ln g=\ln(\Omega c_0)+\ln k-\frac z\lambda .$$

At fixed $z$, $1/\lambda\propto k^{1/2}$ gives $d(z/\lambda)/d\ln k=z/(2\lambda)$. Hence

$$E_{\rm loc}(z)=E\left(1-\frac{z}{2\lambda}\right).$$

The mouth has the full activation energy. If the bottom lies several penetration depths farther in, the value falls to $E/2$ at $z=\lambda$ and to zero at $2\lambda$. Farther in it is negative: heating slows the growth there, because more precursor is consumed before reaching that depth.

The average follows from $G=L^{-1}\int g\,dz$. Differentiating under the integral gives $-dG/d\beta=L^{-1}\int gE_{\rm loc}\,dz$. Division by $G$ shows that $E_{\rm app}$ is the mean of $E_{\rm loc}$ weighted by growth. With $x=z/\lambda$,

$$E_{\rm app}=E\,\frac{\int_0^\infty e^{-x}(1-x/2)\,dx}{\int_0^\infty e^{-x}\,dx}=E\left(1-\frac12\right)=\frac E2 .$$

The half thus belongs to the total deposit. A film thickness measured near the mouth would give a different slope.

### (d) Temperature-dependent transport and concentration

Let $E_D=-d\ln D/d\beta$. The average rate depends on $D$ through $\phi\propto D^{-1/2}$, so

$$\frac{d\ln G}{d\ln D}=-\frac12\left(\frac{2\phi}{\sinh2\phi}-1\right)=\frac12-\frac{\phi}{\sinh2\phi}=1-w .$$

At fixed $c_0$,

$$E_{\rm app}=wE+(1-w)E_D\;\longrightarrow\;\frac{E+E_D}{2}\quad(\phi\gg1).$$

In a deep pore, the temperature dependence of $D$ can therefore be neglected when $|E_D|\ll E$.

In a very narrow pore, molecules fly freely from wall to wall. Assume that they leave the wall by the cosine law, with no memory of their previous direction. The wall receives $cv/4$ hits per unit area and time, where $v=\sqrt{8k_BT/\pi m}$ is the mean speed and $m$ the molecular mass. Per molecule, the hit rate is

$$\nu=\frac{(cv/4)\,\pi d}{c\,\pi d^2/4}=\frac vd .$$

To find the mean square axial flight, let $\alpha$ be the angle between the flight and the pore axis. Let $\psi$ be the angle between the wall normal and the projection of the flight on the cross-section. The projected chord is $d\cos\psi$, so the axial displacement is $\Delta z=d\cos\psi\cot\alpha$. The cosine of the angle to the normal is $\sin\alpha\cos\psi$, and the solid-angle element is $\sin\alpha\,d\alpha\,d\psi$. The emission probability is thus $\sin^2\alpha\cos\psi\,d\alpha\,d\psi/\pi$, and

$$\langle\Delta z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi\int_0^\pi\cos^2\alpha\,d\alpha
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

Successive axial displacements are uncorrelated, so the random walk has the Knudsen diffusivity

$$D=\frac12\,\nu\,\langle\Delta z^2\rangle=\frac{vd}{3}.$$

Because $v\propto T^{1/2}\propto\beta^{-1/2}$, $E_D=1/(2\beta)=k_BT/2$. This adds $k_BT/4$ to the deep-pore result.

At fixed precursor pressure $p$, the mouth concentration is $c_0=p/k_BT=p\beta$. Since $G\propto c_0$, this contributes $-d\ln c_0/d\beta=-k_BT$. Together,

$$E_{\rm app}=\frac E2+\frac{k_BT}{4}-k_BT=\frac E2-\frac34k_BT .$$

A flat film at the same fixed pressure has $E_{\rm app}=E-k_BT$. The ratio of the two measured slopes is therefore close to one half when $k_BT\ll E$.

### (e) Numbers for an MnO film

The film volume per Mn atom follows from the cubic rocksalt cell, which holds four Mn atoms. With a rough lattice parameter of 0.444 nm,

$$\Omega=\frac{(0.444\ \text{nm})^3}{4}=0.0219\ \text{nm}^3 .$$

A precursor of the bis(ethylcyclopentadienyl)manganese type has a molar mass of roughly 241 g/mol, which gives $v=230$ m/s at 600 K. Then

$$D=\frac{(229.6\ \text{m/s})(10^{-7}\ \text{m})}{3}=7.65\times10^{-6}\ \text{m}^2/\text{s}=0.0765\ \text{cm}^2/\text{s},$$

$$\lambda=\sqrt{\frac{(10^{-7}\ \text{m})(7.65\times10^{-6}\ \text{m}^2/\text{s})}{4\times10^{-3}\ \text{m/s}}}=13.8\ \text{µm},\qquad \phi=\frac{100}{13.83}=7.23 .$$

The pressure corresponds to $c_0=1.61\times10^{14}$ cm$^{-3}$. The growth rate at the mouth is $\Omega kc_0=0.211$ nm/min. Since $\tanh\phi$ is practically one, the average is $0.211/7.23=0.0292$ nm/min.

With $D$ and $c_0$ held at their 600 K values, heating from 580 to 620 K doubles the mouth rate, by a factor of 2.03. The average rises by a factor of 1.426, the square root of the mouth ratio 2.034. Meanwhile $\lambda$ shrinks from 16.6 to 11.7 µm.

Changing the length alone, at 600 K and with the same fixed $D$ and $c_0$, shows the transition:

| $L$ (µm) | $\phi$ | $E_{\rm app}$ (eV) | $E_{\rm app}/E$ |
|---:|---:|---:|---:|
| 5 | 0.36 | 0.527 | 0.96 |
| 20 | 1.45 | 0.364 | 0.66 |
| 100 | 7.23 | 0.275 | 0.50 |

These energies come from finite-difference solutions of the pore balance at neighbouring temperatures, and they agree with $wE$. In the longest pore, the local activation energies at $z=0,\lambda,2\lambda,3\lambda$ are 0.55, 0.275, 0 and $-0.275$ eV.

At fixed pressure, $k_BT=0.0517$ eV gives

$$E_{\rm app}=0.275-0.75(0.0517)=0.236\ \text{eV},$$

against 0.498 eV for a flat film. Their ratio is 0.47. Most of the shift from 0.275 eV comes from the mouth concentration; the Knudsen diffusivity alone contributes $+0.013$ eV.

### (f) Supply to the mouth and other limits

A deep pore takes up $uc_m$ molecules per unit mouth area and time, where $c_m$ is the actual mouth concentration and $u=D/\lambda=2\sqrt{kD/d}$. Let the outside gas supply $h(c_0-c_m)$, with $h$ nearly independent of temperature. Equating the two gives

$$c_m=\frac{c_0}{1+B},\qquad B=\frac uh .$$

The average rate is proportional to $\sqrt{k}/(1+B)$, and $B\propto\sqrt{k}$. Hence

$$\frac{d\ln G}{d\ln k}=\frac12-\frac12\frac{B}{1+B}=\frac{1}{2(1+B)} .$$

The result $E/2$ therefore needs $B\ll1$. If supply outside the pore becomes the main resistance, the apparent activation energy falls towards zero in this approximation. A temperature dependence of $h$ leaves a remainder: for $h\propto T^{3/2}$, as for hard-sphere diffusion through a gas layer at fixed total pressure, the limit at fixed $c_0$ is $\tfrac32k_BT$ instead of zero.

Even an isolated pore has a small mouth resistance, since molecules arrive at the finite rate $c_0v/4$ per unit area. Taking $h=v/4$ as a crude estimate gives $B=0.0096$ and lowers $E/2$ from 0.275 to 0.272 eV. A separate calculation follows the exchange of molecules between wall elements by free flight, without using a diffusion equation. For the same pore, with a mirror-like bottom and fixed $v$ and $c_0$, it gives 0.2725 eV. At fixed pressure it gives 0.234 eV, close to the 0.236 eV found above. The agreement with $h=v/4$ is partly accidental. A constant $h$ would make the relative shortfall of the rate proportional to $d/\lambda$. In the free-flight model the shortfall is about $1.0\,d/\lambda$ at $\lambda/d\approx9$ and about $1.5\,d/\lambda$ here, and its coefficient grows roughly as $\ln(\lambda/d)$, so it is not a pure mouth resistance.

The pore dimensions are roughly those of anodic-alumina templates, but $k$ and $E$ are chosen values, not measured kinetics. This type of precursor is used with water in atomic layer deposition, where the gases are admitted in turn. Here they flow together, and a first-order law with excess water is assumed. The total pressure is 0.1 Torr, the rest of the gas being water. The mean free path estimated as for a gas of one species with a collision diameter of 0.6 nm is $\ell\approx0.4$ mm. For a heavy precursor molecule in light water vapour it is shorter, roughly 0.15 to 0.3 mm. Either value far exceeds $d$, which supports Knudsen transport. If one water molecule is used per precursor molecule, water is depleted by about 3% deep in the pore. Outside the pores, $\ell v/3$ is a low estimate of the diffusivity, because a heavy precursor molecule keeps much of its velocity when it collides with light water molecules. It therefore overstates the supply resistance. For an array with open-area fraction $f=0.10$ below a gas layer of thickness $H=1$ cm, the supply coefficient per unit mouth area is $h=\ell v/(3fH)$. This gives $B=u/h\approx0.019$ and lowers $E/2$ by about 0.005 eV if $h$ is held constant, or by about 0.004 eV with $h\propto T^{3/2}$. With the same collision diameter, the hard-sphere diffusivity of the precursor in water vapour is about five times larger, which reduces the shift to about 0.001 eV.

The assumption that growth itself breaks is constant diameter. At the mouth, the diameter has shrunk by 1% after 2.4 min. If the whole pore narrowed by that amount, its total uptake would fall by about 2%: the mouth area varies as $d^2$, while $D/\lambda$ is unchanged because $D$ and $\lambda$ both vary as $d$. The derived activation energy is therefore that of the initial rate. By then the film at the mouth is only 0.5 nm thick, about two atomic layers, so the model also assumes that growth on the bare template follows the same rate law as growth on MnO. Diffusion alone would fill the pore in about $L^2/D=1.3$ ms. With the wall reaction the precursor profile relaxes faster, on the time scale $\lambda^2/D=d/4k=25$ µs, and is steady to 1% after about 0.2 ms. Precursor held on the wall before it reacts would lengthen this time, so the steady-state assumption also requires such storage to be small compared with the amount deposited. Uptake by the bottom face is about $3\times10^{-6}$ of the wall uptake.

A measured slope of the initial rate can be converted to $E$ by $E=2E_{\rm app}+\tfrac32k_BT$ if the reaction is first order in the precursor, the pore is deep, transport is of Knudsen type, the pressure is fixed, $B\ll1$ and the prefactor $A$ does not depend on temperature. If $A\propto T^n$, the relation becomes $E=2E_{\rm app}+(\tfrac32-n)k_BT$. For example, an Arrhenius reaction probability per wall hit gives $k\propto v\,e^{-E/k_BT}$ and $n=\tfrac12$, which lowers the inferred $E$ by 0.026 eV at 600 K. A different reaction order, or a wall partly saturated with precursor, changes the conversion. Observing a small slope does not establish these conditions. Comparing pores of different length at otherwise equal settings tests the depth when $B\ll1$: in the deep limit $G\propto1/L$, whereas in the shallow limit $G$ does not depend on $L$. It does not test $B\ll1$ itself. In a deep pore $B$ is independent of $L$, so $G\propto1/L$ holds even when the outside supply limits growth. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
temperature T: 600 K
surface activation energy E: 0.550 eV
rate constant k at T: 1 mm/s
pore diameter d: 100 nm
pore length L: 100 um
precursor pressure: 0.01 Torr
total pressure: 0.1 Torr
precursor molar mass (rough): 241 g/mol
MnO lattice parameter (rough): 0.444 nm
film volume per Mn: 0.02188 nm^3
mean speed v: 229.6 m/s
mouth concentration c0: 1.609e+14 1/cm^3
Knudsen diffusivity D: 0.07653 cm^2/s
mean square flight / d^2: 0.66667
reaction probability per hit: 1.742e-05
penetration depth lam: 13.83 um
Thiele modulus phi: 7.23
growth rate at mouth: 0.2113 nm/min
pore-averaged growth rate: 0.02923 nm/min
580 K, fixed D and c0: mouth 0.1464, average 0.02433 nm/min, lam 16.62 um
620 K, fixed D and c0: mouth 0.2978, average 0.03470 nm/min, lam 11.65 um
mouth rate ratio 620 K / 580 K: 2.034
average rate ratio 620 K / 580 K: 1.426
L = 5 um: phi 0.361, E_app 0.5274 eV, E_app/E 0.9589
L = 20 um: phi 1.446, E_app 0.3636 eV, E_app/E 0.6611
L = 100 um: phi 7.230, E_app 0.2750 eV, E_app/E 0.5000
local activation energy at z = 0 lam: 0.550 eV
local activation energy at z = 1 lam: 0.275 eV
local activation energy at z = 2 lam: -0.000 eV
local activation energy at z = 3 lam: -0.275 eV
growth-weighted mean of local energy: 0.2750 eV
phi/sinh(2 phi) at phi = 3: 0.0149
wall-exchange rate / diffusion rate: 0.9945
wall-exchange E_app, fixed v and c0: 0.2725 eV
thermal energy kB T: 0.0517 eV
shift from Knudsen D, kB T/4: 0.0129 eV
E_app at fixed pressure, formula: 0.2362 eV
E_app at fixed pressure, wall exchange: 0.2338 eV
flat-film E_app at fixed pressure: 0.4983 eV
gas mean free path (rough): 388 um
pore uptake / arrival at mouth: 0.96 %
bottom-face uptake / wall uptake: 0.00026 %
assumed array open area: 10 %
assumed gas layer above array: 1 cm
array uptake / outside gas supply: 1.9 %
water depletion deep in pore: 3 %
diffusion time L^2/D: 1.3 ms
time for 1 % narrowing at mouth: 2.4 min
loss of d^3 conductance at 1 % narrowing: 3 %
```
